# The Uehling potential and the hydrogen 2s shift from the polarization loop, part 2

A closed electron loop in the photon line corrects the Coulomb potential $-Z\alpha/r$ of a static point nucleus with charge of size $Ze$. This part finds the resulting shifts of the $n=2$ levels of hydrogen. Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $e^2=4\pi\alpha$, $m$ is the electron mass and $M$ the nuclear mass. At momentum transfer $Q$, with $q^2=-Q^2$, the correction of order $\alpha(Z\alpha)$ is

$$\delta V(Q)=-\frac{4\pi Z\alpha}{Q^2}\,\hat\Pi(Q).$$

The Feynman-parameter form is

$$\hat\Pi(Q)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)\frac{Q^2}{m^2}\right].$$

The closed form, with $y=4m^2/Q^2$, $b^2=1+y$ and $\ell=\ln[(b+1)/(b-1)]$, and the expansion for $Q<2m$ are

$$\hat\Pi=\frac{\alpha}{3\pi}\left[-\frac53+y+\Big(1-\frac y2\Big)b\,\ell\right],$$
$$\hat\Pi=\frac\alpha\pi\left[\frac{Q^2}{15m^2}-\frac{Q^4}{140m^4}+\dots\right].$$

In position space this is the Uehling potential, in spectral form

$$U(r)=-\frac{Z\alpha}r\,\frac{2\alpha}{3\pi}F(mr),\qquad F(\rho)=\int_1^\infty dt\,w(t)\,e^{-2\rho t},$$
$$w(t)=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.$$

For $\rho\ll1$, $F\to-\ln\rho-\gamma_E-\tfrac56$. The direct Fourier transform is $F=\frac{3}{\alpha}\int_0^\infty dQ\,\hat\Pi(Q)\sin(Qr)/Q$. Against a smooth density,

$$U\to-\frac{4Z\alpha^2}{15m^2}\,\delta^3(\mathbf r)-\frac{Z\alpha^2}{35m^4}\nabla^2\delta^3(\mathbf r)+\dots$$

The moments $I_n=\int_0^\infty\rho^nF\,d\rho$ obey

$$I_n=\frac{n!}{2^{n+1}}\Big(B_n+\tfrac12B_{n+2}\Big),\qquad B_n=\int_0^1s^n\sqrt{1-s^2}\,ds ,$$

with $B_{n+2}=B_n(n+1)/(n+4)$ and $B_4=\pi/32$. Thus $I_1=\tfrac1{10}$, $I_2=\tfrac{5\pi}{256}$, $I_3=\tfrac9{140}$, and

$$\int U\,r^k\,d^3r=-4\pi Z\alpha\frac{2\alpha}{3\pi}\frac{I_{k+1}}{m^{k+2}}=-\frac{8Z\alpha^2}{3}\frac{I_{k+1}}{m^{k+2}} .$$

The numerical output also lists checks of the loop tensor, $i\Pi^{\mu\nu}=i(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi$, where $\hat\Pi=\Pi(q^2)-\Pi(0)$ and

$$\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\sum_ic_i\ln\Delta_i .$$

Here $\Delta_i=M_i^2-x(1-x)q^2$, with Pauli–Villars (PV) masses $M_i$ and weights $c=(1,-2,1)$. A single subtraction, $c=(1,-1)$, leaves a non-transverse term, so $q_\mu q_\nu\Pi^{\mu\nu}\neq0$.

**Q.** What shift does the leading term give to the 2s level of hydrogen, and which mass goes where?

**A.** Two masses appear. The $m$ in $U$ is the mass of the particle in the loop. The wave function of the relative motion contains the reduced mass $\mu=mM/(m+M)$ through the Bohr length $a=1/\mu Z\alpha$. The 2s radial function is

$$R(r)=\frac{1}{\sqrt{2a^3}}\Big(1-\frac r{2a}\Big)e^{-r/2a}.$$

In units $a=1$, $u=rR\propto(r-r^2/2)e^{-r/2}$ has $u''\propto(-2+\tfrac54r-\tfrac18r^2)e^{-r/2}$, so $-u''/2-u/r\propto(-\tfrac18r+\tfrac1{16}r^2)e^{-r/2}$, which is $-u/8$. The norm is $\tfrac12\int(r^2-r^3+r^4/4)e^{-r}dr=\tfrac12(2-6+6)=1$. With the angular factor $1/4\pi$,

$$|\psi(0)|^2=\frac{1}{8\pi a^3}=\frac{(\mu Z\alpha)^3}{8\pi}.$$

First-order perturbation theory with the delta term gives

$$\Delta E_\delta=-\frac{4Z\alpha^2}{15m^2}\frac{(\mu Z\alpha)^3}{8\pi}=-\frac4{15}\,\frac\alpha\pi(Z\alpha)^4\frac m8\Big(\frac\mu m\Big)^3 .$$

For hydrogen $Z=1$, $\alpha=0.007297352564$, $mc^2=510998.951$ eV, $mc^2/h=1.23558997\times10^{14}$ MHz and $\mu/m=0.999455679$. The prefactor $(\alpha/\pi)\alpha^4m/8$ is $101.7328$ MHz. For an infinitely heavy proton,

$$\Delta E_\delta=-\tfrac4{15}\times101.7328=-27.129\ \text{MHz},$$

or $-1.12196\times10^{-7}$ eV. The factor $(\mu/m)^3=0.99836793$ turns this into $-27.084$ MHz, or $-1.12012\times10^{-7}$ eV. The same number follows from the two ingredients in natural units. The volume integral of $U$, done by quadrature of $F$, is $-1.420036\times10^{-5}$, the density at the origin is $1.543643\times10^{-8}$, and their product $-2.19203\times10^{-13}$ times $mc^2/h$ is $-27.084$ MHz. The level moves down because an s electron reaches the region inside $1/m$, where the attraction is stronger.

**Q.** With $a=137.11/m$ the range of $U$ is tiny. Your gradient series suggests that the error of the delta limit is of relative order $1/(ma)^2$, a few parts in $10^5$. Is the full shift then $-27.08$ MHz?

**A.** No, because the gradient series assumes a smooth density and an s state of the Coulomb problem has a cusp. Expanding the 2s density with $e^{-r/a}=1-r/a+r^2/2a^2$ and $(1-r/2a)^2=1-r/a+r^2/4a^2$,

$$|\psi|^2=|\psi(0)|^2\Big[1-\frac{2r}a+\frac{7r^2}{4a^2}-\dots\Big],$$

where $7/4=\tfrac12+1+\tfrac14$. On the linear term the $\nabla^2\delta^3$ operator would give $\nabla^2r=2/r$ at $r=0$, which is infinite. The gradient series fails there, while the moment with $k=1$ is finite. Let $\epsilon=1/ma=Z\alpha\mu/m$. The moments give

$$\Delta E=-\frac83\,\frac\alpha\pi(Z\alpha)^4\frac m8\Big(\frac\mu m\Big)^3\Big[I_1-2I_2\,\epsilon+\tfrac74I_3\,\epsilon^2-\dots\Big].$$

With $\tfrac83I_1=\tfrac4{15}$, $\tfrac{16}3I_2=\tfrac{5\pi}{48}$ and $\tfrac{14}3I_3=\tfrac3{10}$,

$$\Delta E=\frac\alpha\pi(Z\alpha)^4\frac m8\Big(\frac\mu m\Big)^3\Big[-\frac4{15}+\frac{5\pi}{48}\epsilon-\frac3{10}\epsilon^2+\dots\Big].$$

The first correction is linear in $\epsilon$. Numerically it is $101.7328\times0.327249\times\alpha\times(\mu/m)^4=+0.24241$ MHz, which is $-0.895\%$ of the delta term. It is positive because the density falls away from the nucleus, so that $U$ samples less than $|\psi(0)|^2$. The third term is $-0.001621$ MHz. The sum is $-27.08448+0.24241-0.00162=-26.84369$ MHz.

The expectation value can be had without expanding. For a radial density $\sum_jc_jr^{p_0+j}e^{-2\zeta r}$, normalized to one, the integral $\int r^{p-1}e^{-2(\zeta+mt)r}dr=\Gamma(p)/[2(\zeta+mt)]^p$ leaves

$$\langle U\rangle=-Z\alpha\frac{2\alpha}{3\pi}\int_1^\infty dt\,w(t)\sum_j\frac{c_j\,\Gamma(p_0+j)}{[2(\zeta+mt)]^{p_0+j}} .$$

For 2s, $p_0=2$, $\zeta=1/2a$ and $c_j=4\zeta^3(1,-2\zeta,\zeta^2)$. The result is $-26.84368$ MHz. Its difference from the three-term sum was tested to be below $2Z\alpha$ times the third term. Expanding the denominators in $\zeta/mt$ reproduces the series, which therefore converges for $\zeta<m$, or $\epsilon<2$. So $-27$ MHz is the leading term, and the one-loop Schrödinger value differs from it by about one per cent.

**Q.** All of that rests on the spectral form of $U$. Can the number be reached from $\hat\Pi(Q)$ directly?

**A.** Yes. By Parseval's relation $\langle U\rangle=\int\frac{d^3Q}{(2\pi)^3}\delta V(Q)f(Qa)=-\frac{2Z\alpha}\pi\int_0^\infty dQ\,\hat\Pi(Q)f(Qa)$, where $f$ is the transform of the density. With $q=Qa$, the term $r^ne^{-r}$ transforms to $(4\pi/q)\,\mathrm{Im}\,(n+1)!/(1-iq)^{n+2}$. Writing $d=1+q^2$, the imaginary parts for $n=0,1,2$ are $2q/d^2$, $2(3q-q^3)/d^3$ and $24(q-q^3)/d^4$. The density $(1-r+r^2/4)e^{-r}/8\pi$ then gives

$$f=\frac{d^2-(3-q^2)d+3(1-q^2)}{d^4}=\frac{(1-q^2)(1-2q^2)}{(1+q^2)^4}.$$

Quadrature with the Feynman-parameter and closed forms of $\hat\Pi$ yields $-26.84368$ MHz, tested equal to the position-space value to a relative $10^{-8}$. This form also shows the cusp at work. The tail is $f\to2/q^4$. The $Q^2$ term of $\hat\Pi$ converges against it and gives the delta limit. The $Q^4$ term diverges linearly. The true $\hat\Pi$ departs from $Q^2$ growth at $Q\sim m$, and the tail of $\int q^2f\,dq$ beyond $q\sim ma$ is a fraction of order $1/ma=\epsilon$ of the whole.

**Q.** The potential behaves as $\ln r/r$ at the origin, more singular than Coulomb. Why should first-order perturbation theory hold?

**A.** An estimate first. For a short-range potential the second-order term is dominated by intermediate momenta far above $1/a$, where the states are nearly plane waves of energy $Q^2/2\mu$:

$$E^{(2)}\approx-|\psi(0)|^2\int\frac{d^3Q}{(2\pi)^3}\,|\delta V(Q)|^2\,\frac{2\mu}{Q^2}.$$

Since $\delta V$ falls as $\ln Q/Q^2$, the integral converges at $Q\sim m$, and the singularity does no harm. Relative to the first-order term the result is of order $\mu m\,|\delta V(0)|\sim Z\alpha^2$, times a numerical factor.

The claim was tested without perturbation theory. The radial Schrödinger equation with $-Z\alpha/r+\lambda U$ was solved by shooting for $\lambda=0$ and $\pm500$. The odd combination $(E_+-E_-)/2\lambda$ gives $-26.844$ MHz, tested equal to $\langle U\rangle$ to a relative $5\times10^{-4}$. The even combination $(E_++E_--2E_0)/2\lambda^2$ gives $-0.11$ kHz, about $4\times10^{-6}$ of the first-order shift, and the test required it to be negative and smaller than $1$ kHz in size. This $-0.11$ kHz belongs to the Schrödinger model. Intermediate momenta of order $m$ are relativistic, so it indicates the size of the term and is not its value in quantum electrodynamics.

**Q.** That remark cuts deeper. $U$ lives at $r\sim1/m$, where a Schrödinger wave function has no right to be trusted. What do Dirac wave functions give?

**A.** Take an infinitely heavy nucleus, set $m=1$ and $z=Z\alpha$. Write $\psi=\frac1r(G\,\Omega_\kappa,\;iH\,\Omega_{-\kappa})$ with spinor harmonics that obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$, where $\kappa=-1$ for $s_{1/2}$ and $+1$ for $p_{1/2}$. From $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$ one finds $\boldsymbol\sigma\cdot\mathbf p\,(G\Omega_\kappa/r)=(i/r)(G'+\kappa G/r)\Omega_{-\kappa}$. The two halves of the Dirac equation become

$$G'+\frac\kappa rG=\Big(E+1+\frac zr\Big)H,\qquad H'-\frac\kappa rH=-\Big(E-1+\frac zr\Big)G .$$

Insert $G=r^\gamma e^{-\zeta r}(a_0+a_1r)$ and $H=r^\gamma e^{-\zeta r}(b_0+b_1r)$, where $\gamma$ is now an exponent. The lowest power gives $(\gamma+\kappa)a_0=zb_0$ and $(\gamma-\kappa)b_0=-za_0$, so $\gamma=\sqrt{1-z^2}$. The next power gives

$$(\gamma+1+\kappa)a_1-zb_1=\zeta a_0+(E+1)b_0,$$
$$za_1+(\gamma+1-\kappa)b_1=\zeta b_0+(1-E)a_0 .$$

The highest power demands $\zeta a_1=-(E+1)b_1$ and $\zeta b_1=-(1-E)a_1$, which agree if $\zeta^2=1-E^2$. Multiply the first of the middle pair by $\zeta$ and the second by $E+1$. The right sides become equal, and eliminating $b_1$ from the left sides leaves $\zeta(\gamma+1+\kappa)+z(1-E)=z(E+1)-\zeta(\gamma+1-\kappa)$, or $\zeta(\gamma+1)=zE$. Hence $E=[1+z^2/(\gamma+1)^2]^{-1/2}$, the same for both signs of $\kappa$. The termination condition was tested on the numerically solved coefficients.

Since $U$ is the time component of a vector potential, its expectation value weights $G^2+H^2$. The formula for $\langle U\rangle$ applies with $p_0=2\gamma$ and $c_j\propto(a_0^2+b_0^2,\;2a_0a_1+2b_0b_1,\;a_1^2+b_1^2)$. For hydrogen 2s it gives $-26.8973$ MHz, against $-26.8874$ MHz from the Schrödinger function with $\mu=m$. The difference is $-9.874$ kHz, or $0.04\%$ of the shift.

The smallness has a reason. The ratio of the potential to the rest energy, $z/r$, is $z\ll1$ at $r\sim1$, and it changes the density only at second order: $\gamma$ depends on $z^2$, and for $\kappa=-1$ the small component contributes $b_0^2/a_0^2\approx z^2/4$. The leading change is the factor $r^{2\gamma-2}$ in the density, with $2\gamma-2\approx-z^2$. The function is normalized over distances of order $a=1/z$, so the factor is $(r/a)^{-z^2}\approx1-z^2\ln(r/a)$ up to a constant times $z^2$. At $r\sim1$ it is $1+\tfrac12z^2\ln z^{-2}$. Multiplying $-4/15$, the bracket gains

$$-\tfrac2{15}(Z\alpha)^2\ln(Z\alpha)^{-2}.$$

The coefficient was tested by computing the Dirac–Schrödinger difference at $z=10^{-4}$ and $10^{-5}$, in units of $(\alpha/\pi)z^6m/8$, and taking its slope against $\ln z^{-2}$. The slope is $-0.1334$, compared with $-2/15=-0.1333$. For hydrogen the unit is $5.4174$ kHz and $\ln\alpha^{-2}=9.840$, so the logarithm accounts for $-7.11$ kHz. The other $-2.77$ kHz is the term without logarithm at that order together with higher orders, which I have not separated.

**Q.** An experiment sees a difference of levels. Does $2p_{1/2}$, degenerate with 2s in the Dirac–Coulomb problem, move as well?

**A.** It moves by far less. The Schrödinger 2p function has $R^2=r^2e^{-r/a}/24a^5$, normalized because $\int r^4e^{-r}dr=24$. The density vanishes at the origin, and since $U$ is spherical the leading term is the $k=2$ moment times $1/(4\pi\cdot24a^5)$:

$$\Delta E=-\frac{6Z\alpha^2}{35}\frac{z^5}{96\pi}=-\frac1{70}\,\frac\alpha\pi\frac{z^6}8 .$$

For hydrogen with $\mu=m$ this is $-0.07739$ kHz, and the full integral gives $-0.07655$ kHz. The gap of $1.1\%$ is the next term, $-r/a$ in the exponential, of relative size $zI_4/I_3$. With $B_6=5\pi/256$ one has $I_4=\tfrac34\cdot\tfrac{21\pi}{512}=0.0966$, and $zI_4/I_3=1.50z=1.1\%$.

For $2p_{1/2}$ the small component carries $\Omega_{-1}$, an s wave, and does not vanish at the origin. At $r\sim1$ one may set $E+1+z/r\approx2$ with a relative error of order $z$. With $G\approx r^2z^{5/2}/\sqrt{24}$, $H\approx\tfrac12(G'+G/r)=3rz^{5/2}/2\sqrt{24}$. Its density at the origin is $H^2/4\pi r^2=3z^5/128\pi$. The delta term acting on it gives $-\frac{4Z\alpha^2}{15}\frac{3z^5}{128\pi}=-\frac1{20}\frac\alpha\pi\frac{z^6}8$, of the same order as the large-component term and $3.5$ times its size. The total coefficient is $-\frac1{70}-\frac1{20}=-\frac9{140}$, or $-0.3483$ kHz, and the Dirac integral gives $-0.3467$ kHz. Both limits were tested to a relative $3z$ at $z=\alpha$ and $\alpha/10$. A Schrödinger treatment thus misses most of the $2p_{1/2}$ shift, but that shift is about $10^{-5}$ of the 2s one. The Uehling part of the $2s$–$2p_{1/2}$ difference, for infinite nuclear mass, is $-26.8973+0.0003=-26.8970$ MHz.

**Q.** You quote six digits. How many describe the hydrogen atom, and where does the scheme break down?

**A.** The six digits describe the model: one free loop, a point nucleus, first order in $U$. They serve to compare methods. Several terms of the vacuum polarization are left out. The two-loop insertion carries a further factor $\alpha/\pi=0.0023$, which on $27$ MHz is $0.06$ MHz times a coefficient I have not computed, so it may compete with the range correction. Loops with three Coulomb vertices, the Wichmann–Kroll terms, carry two more powers of $Z\alpha$ by counting of vertices. Recoil enters here through $\mu$ alone, and the Dirac numbers have no recoil at all. Loops of heavier particles are omitted too. The delta term scales as the inverse square of the loop mass, so a muon loop, with a mass about $207$ times larger, gives about $-0.6$ kHz, more than the $2p_{1/2}$ shift. The proton radius, roughly $0.8$ fm, is small against $1/m=386$ fm and was set to zero. The statement about the atom that this calculation supports is a vacuum-polarization shift of about $-27$ MHz. The electron self-energy is also left out, so this number is one contribution to the observed splitting and not the splitting itself.

The delta limit requires $\epsilon=Z\alpha\mu/m\ll1$, and its relative error for 2s is $(5\pi/48)(15/4)\,\epsilon=1.23\,\epsilon$ at leading order. For a muon bound to a proton $\mu/m$ is roughly $190$, so $\epsilon$ is roughly $1.4$. The orbit is then comparable to the range of $U$, and the delta limit is useless, while the unexpanded integral for $\langle U\rangle$ still applies. For large $Z$ three assumptions weaken together: $\epsilon$ grows, the free propagators in the loop neglect relative corrections $(Z\alpha)^2$, and the divergence of the Dirac density $r^{2\gamma-2}$ at the origin, present at every $Z$, becomes strong. A strict delta function has no finite expectation value in that density for a point nucleus, and the full $U(r)$ must be used. The main computed values are collected in the numerical output below.

## Computed results

```
PV masses^2 1,5,9, Q=3m: Pi^00/e^2 4D quadrature = 0.0333247 m^2
  same from -Q^2 Pi formula = 0.0333247 m^2
one subtraction (1,5), Q=3m: q q Pi/e^2 = 0.4559453 m^4
Pihat(Q=0.5 m) = 0.0162361 alpha/pi
Pihat(Q=2.0 m) = 0.1932613 alpha/pi
Pihat(Q=15.0 m) = 1.258468 alpha/pi
Pihat/(alpha/pi): coefficients of Q^2, Q^4 = 1/15 -1/140
F(mr=0.2): spectral 0.6171569  Fourier 0.6171569
F(mr=0.5): spectral 0.1779336  Fourier 0.1779336
F(mr=1.0): spectral 0.0359327  Fourier 0.0359327
int rho^1 F drho = 0.1 
int rho^2 F drho = 0.06135923 
int rho^3 F drho = 0.06428571 
alpha = 0.007297352564 
m c^2 = 510998.951 eV
m c^2/h = 1.23558997e+14 MHz
mu/m = 0.999455679 
(mu/m)^3 = 0.99836793 
hbar/(m c) = 386.1593 fm
a = 1/(mu alpha) = 137.1106 hbar/mc
int U d^3r = -1.420036e-05 mc^2 (hbar/mc)^3
|psi_2s(0)|^2 with mu = 1.543643e-08 (mc/hbar)^3
prefactor (alpha/pi) alpha^4 m/8 = 101.7328 MHz
delta limit 2s, infinite mass = -1.121955e-07 eV
delta limit 2s, infinite mass = -27.12876 MHz
delta limit 2s, reduced mass = -1.120124e-07 eV
delta limit 2s, reduced mass = -27.08448 MHz
range term 5pi/48 = 0.24241 MHz
range term / delta term = -0.00895 
term -3/10 = -0.001621 MHz
sum of three terms = -26.84369 MHz
<U> 2s Schroedinger, mu, position space = -26.84368 MHz
<U> 2s Schroedinger, mu, momentum space = -26.84368 MHz
first order from shooting (lambda=+-500) = -26.844 MHz
second order in U from shooting = -0.11 kHz
<U> 2s Schroedinger, infinite mass = -26.88743 MHz
<U> 2s Dirac, infinite mass = -26.8973 MHz
Dirac - Schroedinger 2s = -9.874 kHz
coefficient of za^2 ln(za^-2), from za=1e-4,1e-5 = -0.1334 
unit (alpha/pi) alpha^6 m/8 = 5.4174 kHz
<U> 2p Schroedinger, infinite mass = -0.07655 kHz
  limit -1/70 = -0.07739 kHz
<U> 2p1/2 Dirac, infinite mass = -0.3467 kHz
  limit -9/140 = -0.3483 kHz
2s - 2p1/2 Dirac, infinite mass = -26.89696 MHz
```
